The adiabatic Holstein polaron: continuum soliton against the relaxed chain

**Problem**

One electron moves on an infinite chain with hopping t > 0 and lattice spacing 1. Site n carries a classical displacement u_n with spring stiffness K, coupled to the electron density by a constant α:

W = −t Σ (ψ*_{n+1}ψ_n + c.c.) − α Σ u_n|ψ_n|² + (K/2) Σ u_n², Σ|ψ_n|² = 1. (1)

Sums run over all sites. The adiabatic limit is taken: the kinetic energy and zero-point motion of the lattice are dropped. Define E_p = α²/(2K). The band edge of the undistorted chain is −2t.

(a) Show that in the continuum limit the lowest total energy lies E_p²/(12t) below the band edge, and find the state that reaches it.

(b) Find how the discrete chain departs from this result at weak and at strong coupling, and compare with numerical minimisation.

**Hints**

1. Eliminate u_n first, by completing a square.
2. Rewrite the hopping energy with |ψ_{n+1} − ψ_n|².
3. Try a sech profile. To prove that it is the minimum, use the accumulated charge N(x) = ∫_{−∞}^x ψ² dx′ and look for another perfect square.
4. At weak coupling, expand the band dispersion one order beyond k². At strong coupling, start from one occupied site.

**Solution of (a)**

*Eliminating the lattice.* With ρ_n = |ψ_n|², the terms of site n are

(K/2)u_n² − αu_nρ_n = (K/2)(u_n − αρ_n/K)² − α²ρ_n²/(2K).

The minimum is at u_n = αρ_n/K. There the elastic energy is +E_pρ_n², the coupling energy is −2E_pρ_n², and their sum is −E_pρ_n². With t = 0 and the electron on one site the total is −E_p, which gives E_p its meaning.

*Separating the band edge.* Expanding the square and using normalisation,

Σ|ψ_{n+1} − ψ_n|² = 2 − Σ(ψ*_{n+1}ψ_n + c.c.).

The energy is therefore

E = −2t + t Σ|ψ_{n+1} − ψ_n|² − E_p Σ|ψ_n|⁴. (2)

*Continuum limit.* If ψ varies slowly from site to site, differences become derivatives and sums become integrals:

E + 2t = t∫|ψ′|² dx − E_p∫|ψ|⁴ dx. (3)

Writing ψ = |ψ|e^{iθ} gives |ψ′|² = (|ψ|′)² + |ψ|²θ′². A varying phase only costs energy, so ψ is taken real.

*Stationary state.* Varying (3) with a multiplier ε for the norm, and dividing by 2, gives

−tψ″ − 2E_pψ³ = εψ. (4)

This is the Schrödinger equation in the potential −αu = −2E_pψ², so ε is the electron level measured from the band edge. Try

ψ = √(κ/2) sech κx.

It is normalised because ∫sech² y dy = 2. From (sech y)″ = sech y − 2 sech³ y, equation (4) becomes, after division by ψ,

−tκ² + (2tκ² − E_pκ) sech² κx = ε.

The bracket must vanish, hence

κ = E_p/(2t), ε = −tκ² = −E_p²/(4t). (5)

*Total energy.* The substitution s = tanh y gives ∫sech² y tanh² y dy = 2/3 and ∫sech⁴ y dy = 4/3. Then

∫ψ′² dx = (κ/2)·κ²·(1/κ)·(2/3) = κ²/3,
∫ψ⁴ dx = (κ²/4)·(1/κ)·(4/3) = κ/3.

The three parts of the energy follow:

- kinetic: tκ²/3 = E_p²/(12t)
- coupling: −2E_pκ/3 = −E_p²/(3t)
- elastic: E_pκ/3 = E_p²/(6t)

Their sum is (1 − 4 + 2)E_p²/(12t) = −E_p²/(12t). For E_p = t the parts are 0.0833t, −0.3333t and 0.1667t, with total −0.0833t.

*Why this is the minimum.* Stationarity alone does not exclude a lower state. For any normalised real ψ of finite energy, N rises from 0 to 1 and N′ = ψ². Consider

t∫[ψ′ + κ(2N − 1)ψ]² dx ≥ 0, κ = E_p/(2t). (6)

The first term of the expansion is t∫ψ′². The cross term, integrated by parts with ψ → 0 at both ends, is

tκ∫(2N − 1)(ψ²)′ dx = −2tκ∫ψ⁴ dx = −E_p∫ψ⁴ dx.

The last term is

tκ²∫(2N − 1)²N′ dx = tκ²∫₀¹(2N − 1)² dN = tκ²/3 = E_p²/(12t).

So (6) reads E + 2t + E_p²/(12t) ≥ 0, which is the required lower bound.

Equality needs ψ′ = −κsψ with s = 2N − 1. Since s′ = 2ψ²,

s″ = 4ψψ′ = −4κsψ² = −2κss′ = −κ(s²)′.

Integrating from the left end, where s = −1 and s′ = 0, gives s′ = κ(1 − s²). Thus s = tanh κ(x − x₀) and ψ² = s′/2 = (κ/2) sech² κ(x − x₀). The soliton is the unique minimum of (3), up to its position and a constant phase.

*Range of validity.* The width of the soliton is of order 1/κ, so the continuum step needs κ ≪ 1, that is E_p ≪ 2t. The adiabatic step needs a phonon energy small compared with the electronic scale |ε| = E_p²/(4t). Both hold together only if the phonon energy ħ√(K/M), with M the mass of a site, is small compared with E_p²/(4t), which is itself much less than t. A large M achieves this without changing E_p. For the binding energy itself to be accurate, the phonon energy must be small compared with E_p²/(12t), because the neglected change in zero-point energy is of the order of one phonon energy.

**Solution of (b)**

Let B = −2t − E be the binding below the band edge. The continuum value is B_cont = E_p²/(12t) = tκ²/3.

*Weak coupling.* Place the soliton on the chain. Replacing sums over sites by integrals costs an error of order e^{−π²/κ}, up to powers of κ, because by Poisson summation the error is set by the Fourier transform of the profile at wavenumber 2π, and this transform decays as e^{−πq/(2κ)} since the nearest poles of sech κx lie a distance π/(2κ) from the real axis. The larger error comes from the difference in (2). For a plane wave its energy is

2t(1 − cos k) = tk² − tk⁴/12 + …,

so the leading correction to the energy is −(t/12)∫ψ″² dx. With ∫sech⁶ y dy = 16/15,

∫ψ″² dx = (κ⁴/2)∫(sech y − 2 sech³ y)² dy
= (κ⁴/2)(2 − 16/3 + 64/15) = 7κ⁴/15.

The soliton is stationary, so its change of shape enters the energy at the next order, κ⁶. Hence

B = tκ²/3 + (7/180)tκ⁴ + … = B_cont(1 + 7κ²/60 + …). (7)

The lattice binds more strongly because its band flattens away from the edge, which makes localisation cheaper than in the continuum.

*Strong coupling.* Let the central amplitude be a, those of its two neighbours δ, and those of the next two η. Then a² = 1 − 2δ² − 2η² and

E = −4taδ − 4tδη − E_p(a⁴ + 2δ⁴ + 2η⁴).

Here δ is of order t/E_p and η of order (t/E_p)². Expanding a and a⁴, and keeping terms up to t⁴/E_p³,

E = −E_p − 4tδ + 4E_pδ² + [4tδ³ − 6E_pδ⁴ + 4E_pη² − 4tδη].

The terms before the bracket are lowest at δ = t/(2E_p) and contribute −t²/E_p beyond −E_p. Minimising over η gives η = tδ/(2E_p), and the two η terms together give −t²δ²/E_p. The bracket is then

(1/2 − 3/8 − 1/4)t⁴/E_p³ = −t⁴/(8E_p³).

The shift of δ caused by the bracket changes the energy at a higher order still. Therefore

B = E_p − 2t + t²/E_p + t⁴/(8E_p³) + …. (8)

The binding now grows linearly: once the electron sits on one site it cannot contract further, and it has given up the band energy 2t.

*Numerical minimisation.* The chain is relaxed by alternating two steps: find the electron ground state for given u_n, then reset u_n = αρ_n/K. The state is kept symmetric about a site. Energies are in units of t, and "peak" is the largest density per site on the chain.

E_p | B_cont | B chain | ratio | peak
0.5 | 0.0208 | 0.0210 | 1.008 | 0.127
1 | 0.0833 | 0.0861 | 1.034 | 0.273
2 | 0.333 | 0.518 | 1.554 | 0.842
4 | 1.333 | 2.252 | 1.689 | 0.967
8 | 5.333 | 6.125 | 1.148 | 0.992
12 | 12.000 | 10.083 | 0.840 | 0.997

At E_p = 0.5t, κ = 0.25 and (7) predicts a ratio 1 + 7(0.0625)/60 = 1.007, against 1.008 on the chain. At E_p = 2t, κ = 1 and (7) predicts 1.117, far below the computed 1.554, so the expansion has failed. Between E_p = t and 2t the peak density rises from 0.27 to 0.84: the polaron shrinks from several sites to little more than one.

At E_p = 4t, (8) gives 4 − 2 + 0.25 + 0.002 = 2.252, in agreement with the chain. The continuum peak density κ/2 = E_p/(4t) has there reached one electron per site, and beyond this coupling it is impossible on a lattice.

The ratio of chain to continuum binding is greatest, 1.785, at E_p = 2.96t. It then falls, because B_cont grows quadratically and (8) linearly. The two bindings are equal at E_p = 9.64t, where both are 7.74t. This agreement is a crossing of two curves and does not restore the continuum picture: the electron is almost wholly on one site.

A bound shows that the continuum must eventually overbind. In (2) the hopping term is non-negative and Σρ_n² ≤ 1, so B ≤ E_p on the chain. The continuum value exceeds this bound for E_p > 12t.

The proof of the global minimum in (a) does not carry over to the chain. As a numerical check, displacements on a 41-site ring were minimised from random starts at E_p = t, 2t, 3t and 4t. The largest binding found agreed with the site-centred state in each case. This supports that state as the minimum at these couplings without proving it.

**Variation 1: lifting the electron out of a frozen distortion**

*What does it cost to raise the electron to the band edge while the displacements stay fixed?*

In the continuum the cost is −ε = E_p²/(4t), three times the polaron binding. The lattice is left with its elastic energy E_p²/(6t), which is released when it relaxes. The balance is

E_p²/(4t) − E_p²/(6t) = E_p²/(12t).

On the chain at E_p = 0.25t the level depth is 0.015673t and the elastic energy 0.010455t. Their difference is the binding, 0.005218t. The energy of a vertical excitation must therefore not be read as the binding energy of the polaron.

**Variation 2: a polaron centred on a bond**

*The continuum energy does not depend on x₀. How much higher is the bond-centred state on a strongly coupled chain?*

By mirror symmetry a stationary state exists with equal amplitudes a on two adjacent sites. Let the outer neighbours have amplitude δ, so that a² = 1/2 − δ². To leading orders

E_bond = −2ta² − 4taδ − 2E_pa⁴
≈ −t − E_p/2 − 2√2 tδ + 2E_pδ².

The minimum is at δ = t/(√2 E_p) and gives E_bond ≈ −t − E_p/2 − t²/E_p. The site-centred energy is −E_p − t²/E_p, so the terms in t²/E_p cancel:

E_bond − E_site ≈ E_p/2 − t.

For E_p = 8t this is 3t, and the relaxed chain gives 3.01t. For E_p = 4t it is t, against 1.045t. At E_p = t, outside the range of this estimate, the computed difference is only 1.8 × 10⁻⁵ t: a polaron several sites wide hardly senses where the sites are, and the free translation of the continuum soliton is nearly recovered.

Computed values

```
Energies in units of t, lengths in lattice spacings
Continuum soliton at E_p = 1.00 t, by quadrature:
  kinetic energy  0.083333 t
  coupling energy -0.333333 t
  elastic energy  0.166667 t
  total from edge -0.083333 t
Asymmetric trial: excess energy 0.134999 t, square 0.134999 t
Binding B (t) and peak density (electrons per site):
E_p/t  kappa  B_cont    B_chain   chain/cont  peak_cont peak_chain
 0.25  0.125  0.005208  0.005218   1.00184     0.0625    0.0628
 0.50  0.250  0.020833  0.020990   1.00752     0.1250    0.1273
 1.00  0.500  0.083333  0.086140   1.03368     0.2500    0.2731
 2.00  1.000  0.333333  0.518153   1.55446     0.5000    0.8418
 3.00  1.500  0.750000  1.338248   1.78433     0.7500    0.9392
 4.00  2.000  1.333333  2.252018   1.68901     1.0000    0.9672
 6.00  3.000  3.000000  4.167254   1.38908     1.5000    0.9858
 8.00  4.000  5.333333  6.125246   1.14848     2.0000    0.9921
12.00  6.000  12.000000  10.083406   0.84028     3.0000    0.9965
Chain at E_p = 0.25 t, with continuum value:
  level depth 0.015673 t, continuum 0.015625 t
  elastic     0.010455 t, continuum 0.010417 t
Weak-coupling coefficient: chain 0.038874, 7/180 = 0.038889
Strong coupling, E_p = 20 t: chain B = 18.0500156 t
  three-term expansion 18.0500000 t
  coefficient of t^4/E_p^3 from chain 0.1252
Greatest chain/continuum ratio 1.7846 at E_p = 2.960 t
Equal bindings at E_p = 9.6396 t, B = 7.7435 t
Bond-centred minus site-centred energy:
  E_p = 1 t: 1.841e-05 t
  E_p = 2 t: 1.535e-01 t
  E_p = 4 t: 1.045e+00 t
  E_p = 8 t: 3.013e+00 t
Largest binding from random starts on a 41-site ring:
  E_p = 1 t: 0.086140 t
  E_p = 2 t: 0.518153 t
  E_p = 3 t: 1.338248 t
  E_p = 4 t: 2.252018 t
```
